\section*{Local impact-ionisation thresholds by constrained minimisation in numerical bands}

\section{An electron with slightly more than the gap energy}

An electron accelerated in the conduction band of an avalanche photodiode can lift a valence electron across the gap. One carrier then becomes three: two conduction electrons and a hole. The initial electron must supply the gap energy, but this is generally not enough. It also carries momentum, and the three final particles must carry it away at some cost in kinetic energy. The threshold is the lowest initial energy at which both balances can be met.

Let the initial electron have wave vector $\mathbf k_1$ and energy $E_i(\mathbf k_1)$, and let the final electrons have $\mathbf k_a,\mathbf k_b$. The valence electron is taken from $\mathbf k_2$. The bands $E_c$ and $E_v$ are electron energies measured from the valence top. The balances are
\begin{align}
\mathbf k_1+\mathbf k_2&=\mathbf k_a+\mathbf k_b,\\
E_i(\mathbf k_1)+E_v(\mathbf k_2)&=E_c(\mathbf k_a)+E_c(\mathbf k_b).
\end{align}
In a periodic band structure a reciprocal-lattice vector may be added to the first line; it changes nothing below, because $E_v$ is periodic. The hole has wave vector $-\mathbf k_2$, energy $-E_v(\mathbf k_2)$, and the velocity of the emptied state.

With bands known only as numbers, the naive scheme puts the wave vectors on a grid, accepts every combination whose energies balance within a tolerance $\eta$, and reports the smallest $E_i$. The grid has nine dimensions, and the tolerance biases the answer, since the search gladly accepts processes that lack an energy $\eta$. A second naive scheme solves for equal final velocities and calls every solution a threshold. It returns saddles and misses some true minima. The repair of both starts from the exact minimisation problem.

\section{What the minimum requires}

Momentum conservation removes $\mathbf k_2=\mathbf k_a+\mathbf k_b-\mathbf k_1$. Define the energy needed and the surplus,
\begin{align}
F&=E_c(\mathbf k_a)+E_c(\mathbf k_b)-E_v(\mathbf k_a+\mathbf k_b-\mathbf k_1),\\
g&=E_i(\mathbf k_1)-F .
\end{align}
A local threshold is a local minimum of $E_i$ over the nine components of $x=(\mathbf k_1,\mathbf k_a,\mathbf k_b)$ subject to $g=0$. Assume for now that it is interior, that the bands are differentiable there, and that $\nabla g\neq0$. Then there is a multiplier $\mu$ for which $L=E_i-\mu g$ is stationary. With $\hbar\mathbf v=\nabla_{\mathbf k}E$, and with $\mathbf k_2$ depending on all three wave vectors,
\begin{align}
\nabla_{\mathbf k_a}L&=\mu\hbar(\mathbf v_a-\mathbf v_h)=0,\\
\nabla_{\mathbf k_b}L&=\mu\hbar(\mathbf v_b-\mathbf v_h)=0,\\
\nabla_{\mathbf k_1}L&=\hbar\mathbf v_i-\mu\hbar(\mathbf v_i-\mathbf v_h)=0. \label{k1}
\end{align}
The sign in the last line comes from $\partial\mathbf k_2/\partial\mathbf k_1=-1$, which gives $\nabla_{\mathbf k_1}F=+\hbar\mathbf v_h$.

If $\mathbf v_i\neq0$, equation (\ref{k1}) excludes $\mu=0$. The first two equations then give a common final velocity, and the third fixes its direction:
\begin{equation}
\mathbf v_a=\mathbf v_b=\mathbf v_h\equiv\mathbf v_f,\qquad
\mathbf v_f=s\,\mathbf v_i,\qquad s=1-\frac1\mu. \label{equal}
\end{equation}
The physical reason is simple. If two final particles had different velocities $\mathbf v$ and $\mathbf v'$, a small momentum $\mathbf p$ passed from the first to the second would change the final energy by $(\mathbf v'-\mathbf v)\cdot\mathbf p$. With $\mathbf p$ along $\mathbf v-\mathbf v'$ this is negative, and the initial electron could do with less.

If only the length of $\mathbf k_1=y\mathbf n$ may vary, the final velocities are still equal provided $\mathbf n\cdot\mathbf v_i\neq0$. Equation (\ref{k1}) then survives only as its component along $\mathbf n$, so $\mathbf v_f$ need not be parallel to $\mathbf v_i$.

The sign of $\mu$ tells which edge of the channel has been found. Let $F_{\min}(\mathbf k_1)$ be a smooth local minimum of $F$ over the final states, and $D=E_i-F_{\min}$. The channel opens where $D\geq0$. Since $F$ is stationary in the final states, their adjustment does not contribute to first order, and $\nabla D=\hbar(\mathbf v_i-\mathbf v_h)$. Equation (\ref{k1}) reads $\nabla E_i=\mu\nabla D$. A step along $\nabla D$ enters the allowed region and must not lower $E_i$ at a minimum, so $\mu>0$ and $s<1$.

\section{The parabolic case}

For isotropic masses take $E_c=E_g+\hbar^2k^2/2m_c$ and $E_v=-\hbar^2k^2/2m_h$. A common velocity $v$ means $k_a=k_b=m_cv/\hbar$ and a hole wave vector $m_hv/\hbar$. Their sum is $k_1=Mv/\hbar$ with $M=2m_c+m_h$. Measured from the conduction edge, the initial energy is $M^2v^2/2m_c$, and it must equal the gap plus the final kinetic energy:
\begin{equation}
\frac{M^2v^2}{2m_c}=E_g+\frac{Mv^2}{2}
\quad\Longrightarrow\quad
\frac{M^2v^2}{2m_c}\left(1-\frac{m_c}{M}\right)=E_g .
\end{equation}
Hence
\begin{equation}
E_{\rm th}=E_g\frac{M}{M-m_c}=E_g\,\frac{2m_c+m_h}{m_c+m_h}. \label{par}
\end{equation}
A very heavy hole absorbs momentum at no cost, and $E_{\rm th}\to E_g$. Equal masses give $3E_g/2$. Here $v_i=Mv/m_c$, so $s=m_c/M$ and $\mu=E_{\rm th}/E_g$.

\section{What a tolerance does}

The multiplier also measures the bias of the naive grid. Suppose an additional energy $\delta$ must be supplied, so that the constraint is $g(x)=\delta$. If the minimum $x(\delta)$ moves smoothly, differentiating the constraint gives $\nabla g\cdot x'=1$, and
\begin{equation}
\frac{dE_{\rm th}}{d\delta}=\nabla E_i\cdot x'=\mu\,\nabla g\cdot x'=\mu=\frac1{1-s}. \label{env}
\end{equation}
A dense grid that accepts $|g|\leq\eta$ finds the process with $\delta=-\eta$, and so places the threshold too low by $\mu\eta$ to first order. The constraint must therefore be imposed as an equation.

\section{Where equal velocities mislead}

\subsection*{Saddles}

Equation (\ref{equal}) is a first-order condition. Let $x(t)$ be a curve lying in $g=0$. On it $E_i=L$, so
\begin{equation}
\frac{d^2E_i}{dt^2}=\dot x^{T}(\nabla^2L)\,\dot x+\nabla L\cdot\ddot x
=\dot x^{T}(\nabla^2L)\,\dot x ,
\end{equation}
because $\nabla L=0$. The matrix $\nabla^2L$ must be projected on the eight directions perpendicular to $\nabla g$. If all its eigenvalues there are positive, the point is a local minimum; one negative eigenvalue shows a way to a lower threshold.

\subsection*{The bottom of a high band}

If the initial electron is in a higher band whose minimum already lies above the energy needed, $E_i$ is lowest at that minimum. There $\mathbf v_i=0$. Were $\mu$ nonzero, all final velocities would vanish and so would $\nabla g$, which was excluded. Thus $\mu=0$, and the final velocities need not be equal; only the energy and momentum balances restrict them. In dimensionless units take
\begin{equation}
E_i=2.5+q_1^2,\quad F=1+q_a^2+q_b^2+0.1(q_a+q_b-q_1)^2 .
\end{equation}
Minimisation gives $q_1=0$ with final electron velocities 2.245 and 0.470. They are one choice from a whole curve of solutions.

\subsection*{Kinks}

Numerical bands are sorted by energy, and where they touch, a sorted band can have a kink. Consider a final electron in the lowest conduction band at such a point, and a threshold at which $F$ is a local minimum at fixed $\mathbf k_1$. For a small step along $\mathbf d$, degenerate perturbation theory gives the energy slopes as eigenvalues of a matrix $A(\mathbf d)$, with $A(-\mathbf d)=-A(\mathbf d)$. The lowest band takes the lowest eigenvalue. If the hole band is smooth, it adds $-\hbar\mathbf v_h\cdot\mathbf d$. A minimum requires nonnegative slopes for both $\mathbf d$ and $-\mathbf d$:
\begin{equation}
\lambda_{\min}(A)-\hbar\mathbf v_h\cdot\mathbf d\geq0,\qquad
-\lambda_{\max}(A)+\hbar\mathbf v_h\cdot\mathbf d\geq0 .
\end{equation}
Together they give $\lambda_{\max}\leq\hbar\mathbf v_h\cdot\mathbf d\leq\lambda_{\min}$, so all slopes coincide and the velocities agree after all. The same argument applies to a hole in the highest valence band, because $-E_v$ is then the lowest of the touching valence branches of $-H$.

An inner band may instead bend upwards at a touching point and trap a minimum. A one-dimensional case is
\begin{equation}
F=0.5|q_a|+\tfrac12q_b^2+\tfrac16(q_a+q_b-0.6)^2 .
\end{equation}
At $q_a=0$ the $q_b$ equation, $q_b+(q_b-0.6)/3=0$, gives $q_b=0.15$. The slopes in $q_a$ are then $0.5-0.15>0$ on the right and $-0.5-0.15<0$ on the left, so this is a minimum. Electron $b$ and the hole have velocity 0.15, while electron $a$ has only the two branch slopes $\pm0.5$. Equality has become the weaker statement that 0.15 lies between them.

\section{The scheme}

At each wave vector the Hamiltonian $H(\mathbf k)$ is diagonalised. For a spin-degenerate pair with orthonormal states as the columns of $U$, the mean energy is $E=\frac12{\rm Tr}\,U^\dagger HU$. In its derivative, the terms that contain $\nabla U$ add up to $\frac12E\,\nabla{\rm Tr}\,U^\dagger U=0$, which leaves
\begin{equation}
\hbar\mathbf v=\tfrac12{\rm Tr}\,U^\dagger(\nabla_{\mathbf k}H)U .
\end{equation}
No band needs to be differenced to obtain a velocity.

Sequential quadratic programming, started from many points, brings $x$ close to a constrained minimum. Linearising $\nabla E_i-\mu\nabla g=0$ and $g=0$ then gives the polishing step
\begin{equation}
\begin{pmatrix}\nabla^2L&-\nabla g\\ \nabla g^{T}&0\end{pmatrix}
\begin{pmatrix}\delta x\\ \delta\mu\end{pmatrix}
=-\begin{pmatrix}\nabla L\\ g\end{pmatrix}.
\end{equation}
The projected Hessian classifies the result. For perfectly isotropic bands the matrix is singular, since a common rotation of all wave vectors costs nothing; the initial direction must then be fixed.

Polishing enforces equal velocities, so finding them afterwards is weak evidence. An independent check holds $\mathbf k_1$ fixed and minimises $F$ over $\mathbf k_a,\mathbf k_b$ from energies alone, on a grid that is recentred and halved repeatedly. Its minimum must equal $E_i(\mathbf k_1)$, and the velocities there must agree within the grid's resolution.

\section{A narrow-gap example}

The bands come from an eight-band $\mathbf k\cdot\mathbf p$ Hamiltonian with gap 0.35 eV, spin-orbit splitting 0.40 eV and Kane energy 18 eV. The remaining coefficients are listed in the numerical output. The conduction-edge mass is $0.0231\,m_0$. Thresholds are measured from the conduction edge. The hole masses are defined by $E_v=-\hbar^2k^2/2m_h$ at $k=0.5$ nm$^{-1}$.

\begin{center}
\begin{tabular}{cccc}
Direction & hole mass ($m_0$) & $E_{\rm th}$ (eV) & negative curvatures\\
{[100]} & 0.385 & 0.3918 & 2\\
{[110]} & 0.556 & 0.3792 & 1\\
{[111]} & 0.638 & 0.3758 & 0
\end{tabular}
\end{center}

All three solutions have equal final velocities parallel to $\mathbf v_i$, but only [111] is a local minimum when the initial direction is free. Twelve random starts all ended at this energy, which supports, without proving, that no lower heavy-hole threshold exists in the model.

At the [111] solution $k_1=0.6807$ nm$^{-1}$. Each final electron takes 0.0231 nm$^{-1}$ and the hole takes the rest. The energy balance is
\begin{equation}
350+2(0.876)+24.033=375.8\ {\rm meV}.
\end{equation}
The initial speed is $1.102\times10^6$ m/s, and all three final speeds are $1.151\times10^5$ m/s. Thus $s=0.1044$ and $\mu=1/(1-0.1044)=1.117$. Solving again with a small extra loss gives the same slope, as (\ref{env}) requires. A grid tolerance of 10 meV would therefore lower the threshold by about 11 meV, a large part of its 26 meV excess over the gap.

The energies-only search meets the initial energy within $10^{-9}$ eV. Its largest velocity mismatch is 72 m/s, under 0.1\% of the common speed. Changing $k_1$ by $\mp2\%$ gives margins $D=-8.85$ and $+8.84$ meV: closed below, open above. The slope $\nabla D$ predicts this size,
\begin{equation}
0.02\,k_1\hbar(v_i-v_f)=0.0136\times0.650\ {\rm eV}=8.8\ {\rm meV},
\end{equation}
with $k_1$ in nm$^{-1}$ and $\hbar(v_i-v_f)$ in eV\,nm.

The parabolic formula (\ref{par}) with the [111] hole mass gives 0.3622 eV, about 14 meV too low for these bands. With $\hbar^2/2m_0=0.0381$ eV\,nm$^2$, its initial wave vector is $\sqrt{0.3622\times0.0231/0.0381}=0.469$ nm$^{-1}$, against 0.681 nm$^{-1}$ here. The real model band rises more slowly than the parabola, so an electron of given energy brings more momentum, and the hole pays for it.

Leaving the hole in the light-hole band gives a separate local threshold. The lowest one found is 0.637 eV, with 0.276 eV in the hole and $\mu=1.35$. It marks the opening of another channel at an energy where the heavy-hole channel is already open.

\section{What the number means for a device}

The parameters are rough values in the regime of InAs at room temperature, a material used for electron-avalanche photodiodes. The Kane energy is on the low side for this material. In a uniform field of 0.05 MV/cm, an electron starting at the band edge and losing no energy needs $0.3758\ {\rm V}/(5\times10^6\ {\rm V/m})=75$ nm to reach threshold if the field drives it along [111]. Along [100], where the threshold is 0.3918 eV, it needs 78 nm.

The calculation assumes that no phonon takes part, which need not hold in a real device. For a phonon of 30 meV with negligible wave vector, emission raises the threshold, to first order, by $\mu\times30=33.5$ meV. A phonon with a suitable wave vector does more: it takes up the momentum, so all final particles can sit at their band edges. The energy limits become $E_g\pm30$ meV, or 0.38 eV for emission and 0.32 eV for absorption. The threshold computed here therefore belongs to the direct process alone.

The threshold is also blurred. While the process takes place, the field $F_{\rm el}$ shifts all four wave vectors alike. If it drives the initial electron along [111], the surplus $g$ grows at the rate $eF_{\rm el}(v_i-v_f)$, because $v_a+v_b-v_h=v_f$. After a time $t$ this has produced a phase of order $eF_{\rm el}(v_i-v_f)t^2/\hbar$. If this rate stayed constant, the phase would be of order one at a time $t$ for which
\begin{equation}
\frac{\hbar}{t}=\sqrt{eF_{\rm el}\,\hbar(v_i-v_f)}=\sqrt{0.005\times0.650}\ {\rm eV}=57\ {\rm meV},
\end{equation}
with $eF_{\rm el}$ in eV/nm. The rate does not stay constant: in this time the wave vectors shift by about 0.09 nm$^{-1}$, four times $k_a$, and the curvature of the final electrons' band makes $g$ peak near 35 meV. Integrating the actual $g$ until the phase has magnitude one gives $\hbar/t=27$ meV forwards and 47 meV backwards in time. The width is thus a few tens of meV, comparable with or larger than the excess over the gap. A lifetime of 0.1 ps adds a width of 6.6 meV. Cooling by 100 K, with a rough gap slope of 0.3 meV/K and the other parameters held fixed, raises the threshold by 34.6 meV.

Further omissions can be sized in the same rough way. The spin splitting from missing inversion symmetry has a scale of 9.5 meV at this $k_1$, though its cubic term vanishes along [111]. Dropping the remote-band term of the conduction band moves the threshold by 1.5 meV, but that term is only as large as the free-electron one, $\hbar^2k^2/2m_0$. A Kane energy of 21.5 eV, with this term refitted to keep the edge mass, raises the threshold by 9 meV, so the last digits of 0.3758 eV belong to the model and not to InAs. At $10^{15}$ cm$^{-3}$ the final electron states are about 1\% occupied. A two-band estimate of interband tunnelling gives an exponential factor of $10^{-11}$, which is not yet a current. Satellite valleys, taken roughly 0.7 eV above the edge, lie 0.32 eV above the heavy-hole threshold but only 0.06 eV above the light-hole one. The light-hole threshold also depends more strongly on the model: dropping the same remote-band term moves it by about 13 meV. A parameter set closer to tabulated InAs values (Kane energy 21.5 eV, conduction coefficient $-4.8$, valence coefficients from the Luttinger parameters) raises the heavy-hole threshold by 6 meV but the [111] light-hole one by about 0.11 eV, to above the satellite valleys.

Finally, a threshold is not a rate. At the [111] solution $\mathbf k_a=\mathbf k_b$, so the Pauli principle forbids equal spins there, and the number of final states shrinks to zero as the threshold is approached. How fast ionisation sets in above it depends on matrix elements and the density of final states, which this minimisation does not supply.

\section*{Computed results}
\begin{verbatim}
gap, spin-orbit splitting, Kane energy: 0.35, 0.4, 18.0 eV
remote coefficients c,l,m,n: 1.0, 1.5, 2.6, 2.0 hbar^2/2m0
conduction edge mass: 0.0231 m0
[100] heavy-hole mass 0.385 m0, threshold above band edge 0.39184 eV, negative curvatures 2
[110] heavy-hole mass 0.556 m0, threshold above band edge 0.37920 eV, negative curvatures 1
[111] heavy-hole mass 0.638 m0, threshold above band edge 0.37578 eV, negative curvatures 0
random starts ending in a true minimum: 12 of 12
lowest and highest of these minima: 0.37578, 0.37578 eV
smallest tangent curvature at [111]: 0.1167 eV nm^2
[111] k1 = (0.3930, 0.3930, 0.3930) 1/nm, length 0.6807 1/nm
[111] ka = (0.0133, 0.0133, 0.0133) 1/nm, length 0.0231 1/nm
[111] kb = (0.0133, 0.0133, 0.0133) 1/nm
[111] hole wave vector -k2 = (0.3663, 0.3663, 0.3663) 1/nm
energy of each final electron: 0.876 meV
hole energy: 24.033 meV
initial speed: 1.1022e+06 m/s
final electron a speed: 1.1508e+05 m/s
final electron b speed: 1.1508e+05 m/s
hole speed: 1.1508e+05 m/s
velocity ratio s: 0.10441; multiplier mu: 1.11658
threshold rise per unit extra loss, by re-solving: 1.11658
energies-only grid minimum minus initial energy: 6.5e-10 eV
largest velocity mismatch at grid minimum: 7.2e+01 m/s
energy margin at 0.98 k1 and 1.02 k1: -8.85, 8.84 meV
parabolic estimate of [111] threshold: 0.36223 eV
light-hole channel, lowest threshold found: 0.6369 eV
light-hole channel k1 = (0.5992, -0.5992, -0.5992) 1/nm, mu = 1.3488
light-hole channel hole energy: 0.2755 eV
band-bottom exception, final electron velocities: 2.245, 0.470 (dimensionless)
kink exception, velocity of the other electron: 0.150, kink slopes -0.5 and 0.5 (dimensionless)
rough inputs: 300 K, field 0.05 MV/cm, lifetime 0.1 ps, density 1e+15 cm^-3
rough inputs: phonon 0.03 eV, satellite valley 0.7 eV above edge
rough inputs: gap slope 0.3 meV/K, spin cubic term 0.03 eV nm^3
distance to gain threshold energy in field: 75.2 nm
thermal energy: 25.9 meV
threshold shift on cooling by 100 K: 34.6 meV
threshold shift if one phonon is emitted: 33.5 meV
field broadening scale: 34.5 meV
lifetime broadening: 6.6 meV
tunnelling exponent: 25.3, factor 1.0e-11
occupation of a final electron state: 0.0110
spin-splitting scale at k1: 9.5 meV
threshold shift without conduction remote term: 1.50 meV
satellite valley minus heavy-hole threshold: 0.324 eV
satellite valley minus light-hole threshold: 0.063 eV
\end{verbatim}
